# Canonical Sampling with Noisy Forces: Covariance-Matched Friction and Uncorrected Heating, part 2

Nuclei are moved by forces with a statistical error, as from quantum Monte Carlo. The question is which friction balances this noise, and what happens without it. Hartree atomic units are used. The \(d\) classical coordinates \(R\) have momenta \(p\), diagonal mass matrix \(M\), velocities \(v=M^{-1}p\), energy \(H=\tfrac12p^TM^{-1}p+U(R)\), force \(F=-\nabla U\) and canonical density \(\rho_c\propto e^{-H/\theta}\), with \(\theta=k_BT\).

Each step \(\Delta\) uses \(F+\eta\). The error \(\eta\) has zero mean and finite, known covariance \(C(R)\); given the positions, it is independent of the momenta and of errors at other steps. The friction force is \(-\Gamma v\). A bath at temperature \(T\) has friction \(\Gamma_0\) and its matching random force. In the white-noise description (\(\Delta\to0\) at fixed \(\Delta C\)), with \(B=2\theta\Gamma_0+\Delta C\),

\[
\frac{d\langle f\rangle}{dt}=\Big\langle v\cdot\nabla_Rf+(F-\Gamma v)\cdot\nabla_pf
+\tfrac12\sum_{ij}B_{ij}\frac{\partial^2f}{\partial p_i\partial p_j}\Big\rangle .
\tag{1}
\]

For \(\rho_c\), the rate of change \(\partial\rho_c/\partial t\) is, with \(D=\Gamma-B/(2\theta)\),

\[
\sum_{ij}\frac{\partial}{\partial p_i}(D_{ij}v_j\rho_c)
=\Big[\operatorname{tr}(M^{-1}D)-\frac{v^TDv}{\theta}\Big]\rho_c .
\tag{3}
\]

It vanishes if and only if \(2\theta\Gamma=B\). This is the theorem, whose friction is called "corrected":

\[
\boxed{\;\Gamma(R)=\Gamma_0+\frac{\Delta\,C(R)}{2\theta}\;}
\]

A finite step is a half drift, half kick, stochastic momentum map, half kick and half drift. The map is \(p\to Qp+(1+G)^{-1}\Delta\nu\), with \(G=\Delta\Gamma M^{-1}/2\) and \(Q=(1+G)^{-1}(1-G)\). The total random force \(\nu\) has covariance \(S=C+2\theta\Gamma_0/\Delta\). With corrected friction and Gaussian errors, one step changes canonical averages by \(O(\Delta^3)\).

For \(U=\frac12R^TAR\), the Verlet motion between maps conserves

\[
J=\tfrac12p^TM^{-1}p+\tfrac12x^TA_\Delta x,\qquad
A_\Delta=A-\tfrac{\Delta^2}{4}AM^{-1}A ,
\]

where \(x\) is the position at the force evaluation. Corrected end-of-step positions have covariance \(\theta A^{-1}\). For one oscillator, with mass \(m\) and \(k=m\omega^2\), the end-of-step momentum variance is \(m\theta/(1-\omega^2\Delta^2/4)\), against \(m\theta\) next to the map.

### Proposition 2: the uncorrected energy balance

Now leave the friction at \(\Gamma_0\). Put \(f=H\) in the evolution equation (1). The terms \(v\cdot\nabla U\) and \(F\cdot v\) cancel, and the second momentum derivative of \(H\) is \(M^{-1}\). Therefore

\[
\frac{d\langle H\rangle}{dt}=\theta\operatorname{tr}(M^{-1}\Gamma_0)-\langle v^T\Gamma_0v\rangle
+\frac{\Delta}{2}\langle\operatorname{tr}(M^{-1}C)\rangle .
\tag{5}
\]

The first two terms are the exchange with the bath; the last is supplied by the force error. Without a bath,

\[
\boxed{\;\frac{d\langle H\rangle}{dt}=\frac{\Delta}{2}\langle\operatorname{tr}(M^{-1}C)\rangle\;}
\]

This also follows from one kick. The impulse \(\Delta\eta\) changes the mean kinetic energy by \(\Delta^2\operatorname{tr}(M^{-1}C)/2\), since the term linear in \(\eta\) averages to zero; division by \(\Delta\) gives the rate.

A shorter step reduces the heating at fixed force error. If each force uses \(N\) independent samples, however, then \(C\propto1/N\), and the rate is proportional to \(\Delta/N\). The number of samples spent per unit of simulated time is \(N/\Delta\). At fixed sampling effort the heating is therefore unchanged by shortening the step.

Let the bath have the same rate for all coordinates, \(\Gamma_0=\gamma M\), and define the mean kinetic temperature by \(d\,\theta_{\rm kin}=\langle p^TM^{-1}p\rangle\). In a stationary state, (5) reads \(0=\gamma d\theta-\gamma d\theta_{\rm kin}+\frac{\Delta}{2}\langle\operatorname{tr}(M^{-1}C)\rangle\), so

\[
\boxed{\;\theta_{\rm kin}=\theta+\frac{\Delta}{2\gamma d}\langle\operatorname{tr}(M^{-1}C)\rangle\;}
\tag{6}
\]

The average is over the heated ensemble, not the intended one.

For a harmonic system, (6) also holds at finite step if the momentum is read next to the stochastic map. Put \(g=\gamma\Delta/2\) and \(Q=(1-g)/(1+g)\). Verlet motion conserves \(J\) and the stochastic map leaves \(x\) alone, so in a stationary state the map must leave \(\langle p^TM^{-1}p\rangle\) unchanged:

\[
(1-Q^2)\langle p^TM^{-1}p\rangle=\frac{\Delta^2\langle\operatorname{tr}(M^{-1}S)\rangle}{(1+g)^2}.
\]

Since \(1-Q^2=4g/(1+g)^2\), the average is \(\Delta\langle\operatorname{tr}(M^{-1}S)\rangle/(2\gamma)\). Inserting \(S=C+2\theta\gamma M/\Delta\) gives (6).

### When there is a false temperature

A canonical state at another temperature \(\theta'\) requires, by the proof of the theorem, \(2\theta'\Gamma_0=2\theta\Gamma_0+\Delta C\). This is possible if and only if \(C=s\Gamma_0\) with a constant \(s\), and then \(\theta'=\theta+\Delta s/2\). For one coordinate with constant force variance \(c\), \(\Gamma_0=\gamma m\) and

\[
\theta'=\theta+\frac{\Delta c}{2\gamma m}.
\tag{7}
\]

Such a simulation looks like a sound canonical run at the wrong temperature. Setting the bath lower by \(\Delta s/2\) would restore the intended temperature, but only if \(\Delta s/2\) does not exceed \(\theta\). If \(C\) is not proportional to \(\Gamma_0\), the result is not exactly canonical at any temperature, and lowering the thermostat setting cannot make it so.

### Worked example

Take round model parameters: \(T=300\) K, so \(\theta=9.500\times10^{-4}\) hartree; \(\Delta=20\) a.u., or 0.484 fs; and \(\gamma=10^{-4}\) a.u.\(^{-1}\). One oscillator has \(m=2000\), \(k=0.05\) hartree/bohr² and hence \(\omega=0.005\) a.u.\(^{-1}\). The force error has standard deviation 0.005 hartree/bohr, so \(c=2.5\times10^{-5}\) in squared force units. The added friction rate is

\[
\frac{\Delta c}{2\theta m}=\frac{20\times2.5\times10^{-5}}{2\times9.500\times10^{-4}\times2000}
=1.316\times10^{-4}\ \text{a.u.}^{-1}.
\]

The total rate, \(2.316\times10^{-4}\) a.u.\(^{-1}\), is small compared with \(\omega\), so the oscillator remains underdamped. Without the addition, (7) gives \(300(1+1.316)=695\) K. The covariance equation of the finite-step integrator gives 695 K uncorrected and 300 K corrected.

For two coupled coordinates take masses 2000 and 4000, and

\[
A=\begin{pmatrix}0.05&0.01\\0.01&0.08\end{pmatrix},\qquad
C=10^{-5}\begin{pmatrix}2.5&0.75\\0.75&1.25\end{pmatrix}
\]

in atomic units. Here \(\operatorname{tr}(M^{-1}C)=1.25\times10^{-8}+0.3125\times10^{-8}=1.5625\times10^{-8}\). The frictionless heating rate is ten times this, \(1.5625\times10^{-7}\) hartree per atomic unit of time. Two harmonic coordinates have mean energy \(2\theta\), so the temperature rises by about 1020 K/ps. Propagating the covariances gives a rate 0.13% above the formula. The formula counts the growth of \(J\), whereas the propagated quantity is the ordinary energy; for a single oscillator the momentum variance at the end of a step is too large by a relative amount of about \(\omega^2\Delta^2/4\), which is 0.25% for the oscillator above. The kinetic energy is half of the total, so the energy grows faster than \(J\) by about half this amount.

With the bath but no correction, (6) adds

\[
\frac{20\times1.5625\times10^{-8}}{2\times10^{-4}\times2}=7.81\times10^{-4}\ \text{hartree}
\]

to \(\theta\), or 247 K, giving a mean kinetic temperature of 547 K. The eigenvalues of \(A\operatorname{cov}(R)/k_B\), which would all equal \(T\) in a canonical state, are 393 K and 701 K. With the full friction matrix, including its off-diagonal elements, both are 300 K.

For an anharmonic test, add \(x^4/2\) to the potential of the single oscillator, in atomic units, and let the force variance be \(c_0[1+(x/\ell)^2]\), with \(c_0=2.5\times10^{-5}\) and \(\ell=0.1\) bohr. Corrected trajectories give \(\langle x^2\rangle=0.00969\) bohr², against 0.00972 bohr² from the Boltzmann integral, a difference of 0.3%. The one-step defect of \(\langle xp\rangle\) falls by a factor of 7.85 when the step is halved, close to the factor of eight expected from the leading \(\Delta^3\) term.

### Proposition 3: feedback from position-dependent noise

Return to the harmonic well without correction, still with \(c=c_0(1+x^2/\ell^2)\). Hotter trajectories reach larger \(x\), meet larger errors and heat further. In the white-noise description, (1) gives for a stationary state

\[
0=\frac{d\langle x^2\rangle}{dt}=\frac{2\langle xp\rangle}{m},\qquad
0=\frac{d\langle xp\rangle}{dt}=\frac{\langle p^2\rangle}{m}-k\langle x^2\rangle-\gamma\langle xp\rangle .
\]

Thus \(\langle p^2\rangle/m=k\langle x^2\rangle=\theta_{\rm eff}\). Equation (6) becomes

\[
\theta_{\rm eff}=\Theta+r\theta_{\rm eff},\qquad
\Theta=\theta+\frac{\Delta c_0}{2\gamma m},\qquad
r=\frac{\Delta c_0}{2\gamma mk\ell^2},
\]

and hence \(\theta_{\rm eff}=\Theta/(1-r)\). For \(r\ge1\) there is no stationary state with a finite second moment.

The distribution is not Gaussian either. Let \(E=p^2/(2m)+kx^2/2\). The noise strength is \(B=2\gamma m(\Theta+rkx^2)\), and (1) gives

\[
\begin{aligned}
\frac{d\langle E\rangle}{dt}&=\gamma\Big\langle-\frac{p^2}{m}+\Theta+rkx^2\Big\rangle,\\
\frac{d\langle E^2\rangle}{dt}&=2\gamma\Big\langle E\Big(-\frac{p^2}{m}+\Theta+rkx^2\Big)\Big\rangle
+\Big\langle\frac{Bp^2}{m^2}\Big\rangle .
\end{aligned}
\]

The last term comes from the square of \(\partial E/\partial p=p/m\). For \(\gamma\ll\omega\), energy changes little during a period, and one may average over the phase at fixed \(E\). Then \(p^2/m\) and \(kx^2\) each average to \(E\), while their product averages to \(4E^2\langle\sin^2\cos^2\rangle=E^2/2\). Setting the second rate to zero and dividing by \(\gamma\),

\[
0=(-2+2r)\langle E^2\rangle+2\Theta\langle E\rangle+2\Theta\langle E\rangle+r\langle E^2\rangle .
\]

So \(\langle E^2\rangle=4\Theta\langle E\rangle/(2-3r)\), with \(\langle E\rangle=\Theta/(1-r)\). Since \(k^2x^4\) averages to \(4E^2\times3/8=3E^2/2\),

\[
\frac{\langle x^4\rangle}{3\langle x^2\rangle^2}=\frac{\langle E^2\rangle}{2\langle E\rangle^2}
=\frac{2(1-r)}{2-3r},\qquad r<\tfrac23 .
\]

A Gaussian gives one. For \(\ell=0.4\) bohr and the earlier parameters, \(r=0.156\), and the effective temperature is \(695/(1-0.156)=823\) K. Trajectories give 815 K, about 1% lower, a difference compatible with their sampling error. The shape ratio is 1.102 by the formula and 1.101 from the trajectories.

### Conditions on the force error

**Shape.** Consider a free particle whose friction is entirely due to \(C\), so that \(\gamma=\Delta c/(2\theta m)\). For independent variables of zero mean, the fourth cumulant \(\langle y^4\rangle-3\langle y^2\rangle^2\) is additive: the cross term \(6\langle y_1^2\rangle\langle y_2^2\rangle\) cancels. Variance and fourth cumulant of the stationary momentum are then sums over past kicks, with factors \(1/(1-Q^2)\) and \(1/(1-Q^4)\). If \(\kappa\) is the excess kurtosis of \(\eta\), that of \(p\) is

\[
\kappa_p=\kappa\frac{(1-Q^2)^2}{1-Q^4}=\kappa\frac{1-Q^2}{1+Q^2}
=\kappa\frac{\gamma\Delta}{1+\gamma^2\Delta^2/4}.
\]

The variance remains right. For two-valued noise, \(\kappa=-2\), and \(\gamma\Delta=0.00263\), the momentum has \(\kappa_p=-0.00526\): many small kicks make a nearly Gaussian momentum.

**Finite variance.** The bare electrostatic force between an electron and a point nucleus varies as \(1/r^2\). If the sampled electron density does not vanish at the nucleus, the second moment contains \(\int r^2dr/r^4\), which diverges. The theorem does not apply until an estimator of finite variance is used.

**Bias.** A mean error \(b(R)\) adds \(b\cdot v/\theta\) to the relative rate of change of \(\rho_c\). This is odd in \(v\), whereas the friction and noise terms in (3) are even. No choice of friction cancels it.

**Covariance.** Suppose all friction comes from force noise, but the covariance used is \(\alpha C\), with constant \(\alpha\). Then \(\Gamma=\Delta\alpha C/(2\theta)\) is the correct friction for thermal energy \(\theta/\alpha\). A covariance underestimated by 10% thus gives a temperature 11% too high. Fluctuating estimates of \(C\) are outside the theorem.

**Correlation.** If errors at different steps are correlated, with \(C_j=\langle\eta_n\eta_{n+j}^T\rangle\) at nearly fixed positions, the impulse covariance per step over a long run is \(\Delta^2[C_0+\sum_{j\ge1}(C_j+C_j^T)]\). Suppose the correlations die out in a time short compared with the nuclear motion and the relaxation of the momentum. For one coordinate, friction based on \(C_0\) alone is then too weak if the sum over \(j\) is positive, and too strong if the sum is negative. This rule does not cover correlations that last as long as a vibration: an oscillator responds to the noise near its own frequency, which the plain sum does not measure.

**Choice of friction.** One may instead prescribe \(\Gamma=\lambda M\) and add just enough bath noise. The law requires \(\Gamma_0=\lambda M-\Delta C/(2\theta)\) to be positive semidefinite, so at every position \(\lambda\) must be at least \(\Delta/(2\theta)\) times the largest eigenvalue of \(M^{-1/2}CM^{-1/2}\); a constant \(\lambda\) is possible only if this eigenvalue is bounded. This minimum states the price of noisy forces: the canonical averages can be kept, but the natural, undamped dynamics cannot. The numerical output below gives the values used here in more digits.

## Computed results

```
Target temperature: 300.0 K
Thermal energy kT: 9.500435e-04 hartree
Time step: 20.0 a.u. = 0.4838 fs
Bath friction rate gamma0: 1.000e-04 1/a.u.
ONE OSCILLATOR
Mass: 2000.0 electron masses
Spring constant: 0.050 hartree/bohr^2
Angular frequency: 0.005000 1/a.u.
Force error, standard deviation: 0.0050 hartree/bohr
Force variance c0: 2.500e-05 (hartree/bohr)^2
Added friction rate: 1.3157e-04 1/a.u.
Total friction rate: 2.3157e-04 1/a.u.
Uncorrected temperature, formula: 694.72 K
Uncorrected, covariance equation: 694.72 K
Corrected, covariance equation: 300.00 K
TWO COUPLED COORDINATES
Masses: 2000.0, 4000.0 electron masses
Stiffness 11, 12, 22: 0.050, 0.010, 0.080 hartree/bohr^2
Force covariance 11, 12, 22: 2.500e-05, 7.500e-06, 1.250e-05 (hartree/bohr)^2
Added friction matrix 11, 12, 22: 0.26315, 0.07894, 0.13157 a.u.
Uncorrected mean kinetic temperature: 546.70 K
Uncorrected position temperatures: 392.87, 700.53 K
Corrected position temperatures: 300.00, 300.00 K
Frictionless heating, formula: 1.56250e-07 hartree/a.u.
Frictionless heating, propagated: 1.56447e-07 hartree/a.u.
Frictionless temperature rise: 1019.9 K/ps
ANHARMONIC WELL, POSITION-DEPENDENT NOISE, CORRECTED
Quartic constant q in q*x^4/4: 2.0 hartree/bohr^4
Noise length: 0.10 bohr
Mean x^2, Boltzmann integral: 0.009715 bohr^2
Mean x^2, trajectories: 0.009686 bohr^2
One-step defect ratio on halving the step: 7.852
HARMONIC WELL, POSITION-DEPENDENT NOISE, UNCORRECTED
Noise length: 0.40 bohr
Feedback ratio r: 0.15625
Temperature with feedback, formula: 823.4 K
Temperature with feedback, trajectories: 815.1 K
Shape <x^4>/(3<x^2>^2), weak-friction formula: 1.1020
Shape, moment equations: 1.1021
Shape, trajectories: 1.1011
TWO-VALUED FORCE NOISE, FREE PARTICLE, NO BATH
Added friction rate times step: 2.63146e-03
Momentum excess kurtosis: -5.26291e-03
```
